# Oxide Penetration Shift of Triangular-Well Subbands

## Result

An electron in a silicon inversion layer is pressed against the oxide by a constant force \(F=e\mathcal E_s\), where \(\mathcal E_s\) is the field in the silicon. If the oxide were impenetrable, its levels would be

\[
E_n=a_nFL,\qquad L=\left(\frac{\hbar^2}{2m_sF}\right)^{1/3},\qquad \mathrm{Ai}(-a_n)=0 .
\]

An oxide barrier of finite height \(V_0\) lowers each level, to first order in the penetration length \(\lambda\), by the force times that length:

\[
\boxed{\;\Delta E_n=-F\lambda,\qquad \lambda=\frac{m_{ox}}{m_s}\,\frac1\kappa,\qquad \kappa=\frac{\sqrt{2m_{ox}(V_0-E_n)}}{\hbar}\;}
\]

Here \(m_s\) and \(m_{ox}\) are the effective masses normal to the interface in silicon and oxide, and \(1/\kappa\) is the decay length of the wave function; the density decays twice as fast. The level index enters through the energy in \(\kappa\) alone. The formula assumes that \(\psi\) and \(\psi'/m\) are continuous at the interface, and it needs \(E_n<V_0\), \(\lambda\ll L\), \((m_{ox}/m_s)E_n/(V_0-E_n)\ll1\) and \(F\lambda\ll V_0-E_n\); the last two conditions are derived below.

## Derivation

**Boundary condition.** Silicon fills \(z>0\), with potential energy \(Fz\). The oxide fills \(z<0\), with constant potential energy \(V_0\), and is taken as infinitely thick. The electron sits at its valley minimum, without in-plane motion, and its decay in the oxide is taken to depend on energy alone. In the oxide,

\[
-\frac{\hbar^2}{2m_{ox}}\psi''+V_0\psi=E\psi
\quad\Rightarrow\quad \psi''=\kappa^2\psi ,
\]

and the solution that stays finite as \(z\to-\infty\) is \(\psi=\psi(0)e^{\kappa z}\). Thus \(\psi'(0^-)=\kappa\psi(0)\). The envelope function \(\psi\) and the quantity \(\psi'/m\) are taken as continuous, the usual choice, which conserves the current. Then

\[
\frac{\psi'(0^+)}{m_s}=\frac{\kappa\,\psi(0)}{m_{ox}}
\quad\Rightarrow\quad \psi(0)=\lambda\,\psi'(0^+).
\]

The mass ratio enters here, and it is part of the model. Current conservation fixes only the product \(\psi^*\psi'/m\): continuity of \(m^\alpha\psi\) and \(m^{-1-\alpha}\psi'\) conserves it for any \(\alpha\) and gives \(\lambda=(m_{ox}/m_s)^{1+2\alpha}/\kappa\). This text uses \(\alpha=0\); the effective-mass equations alone do not decide which condition describes Si/SiO\(_2\). The oxide now appears only through \(\lambda\).

**Level condition.** In silicon, \(\psi''=(2m_s/\hbar^2)(Fz-E)\psi\). Put \(x=z/L-\varepsilon\) with \(\varepsilon=E/(FL)\). Since \(2m_sF/\hbar^2=1/L^3\),

\[
\frac{d^2\psi}{dx^2}=L^2\psi''=\left(\frac zL-\frac{E}{FL}\right)\psi=x\psi .
\]

The solution that decays into the silicon is \(\mathrm{Ai}(x)\). Because \(\psi'(0^+)=\mathrm{Ai}'(-\varepsilon)/L\), the boundary condition becomes

\[
\mathrm{Ai}(-\varepsilon)=s\,\mathrm{Ai}'(-\varepsilon),\qquad s=\lambda/L, \tag{1}
\]

with \(\lambda\) taken at the energy \(E\) being sought. This is exact within the model.

**First order.** Write \(\varepsilon=a_n-\delta\). To lowest order \(\mathrm{Ai}(-a_n+\delta)=\delta\,\mathrm{Ai}'(-a_n)\), and the right side of (1) is \(s\,\mathrm{Ai}'(-a_n)\). Hence \(\delta=s\), and

\[
\Delta E_n=-FL\,\delta=-FL\,\frac{\lambda}{L}=-F\lambda .
\]

The Airy length cancels, and so does the slope \(\mathrm{Ai}'(-a_n)\), the only other quantity that depends on \(n\).

## Size of the remainder

The Airy equation \(\mathrm{Ai}''=x\mathrm{Ai}\) supplies the higher derivatives: \(\mathrm{Ai}'''=\mathrm{Ai}+x\mathrm{Ai}'\) and \(\mathrm{Ai}''''=2\mathrm{Ai}'+x\mathrm{Ai}''\). At \(x=-a_n\), in units of \(\mathrm{Ai}'(-a_n)\), the second, third and fourth derivatives are \(0\), \(-a_n\) and \(2\). Equation (1) then reads

\[
\delta-\frac{a_n\delta^3}{6}+\frac{\delta^4}{12}+\dots
= s\left(1-\frac{a_n\delta^2}{2}+\frac{\delta^3}{3}+\dots\right).
\]

There is no \(s^2\) term to balance, so try \(\delta=s+c_3s^3+c_4s^4\). The third order gives \(c_3-a_n/6=-a_n/2\), and the fourth gives \(c_4+1/12=1/3\). Therefore, at fixed \(\lambda\),

\[
\delta=s-\frac{a_n}{3}s^3+\frac14s^4+\dots
\]

The leading relative correction is \(-a_ns^2/3=-a_n\lambda^2/(3L^2)\). Using \(a_n/L^2=E_n/(FL^3)=2m_sE_n/\hbar^2\) and \(\lambda^2=\hbar^2m_{ox}/[2m_s^2(V_0-E_n)]\), it becomes

\[
-\frac{a_ns^2}{3}=-\frac13\,\frac{m_{ox}}{m_s}\,\frac{E_n}{V_0-E_n}. \tag{2}
\]

At a given barrier and force, a lighter silicon mass therefore makes the first-order formula less accurate.

A second correction arises because \(\lambda\propto(V_0-E)^{-1/2}\) belongs at the shifted energy. Replacing \(E_n\) by \(E_n-F\lambda\) multiplies \(\lambda\) by \(1-F\lambda/[2(V_0-E_n)]\) to leading order.

**High-barrier limit.** For \(E_n\ll V_0\) the energy in \(\kappa\) may be dropped, which leaves

\[
\Delta E_n\approx-F\lambda_0,\qquad \lambda_0=\frac{\hbar}{m_s}\sqrt{\frac{m_{ox}}{2V_0}} .
\]

The shift is now the same for every level. The first dependence on \(n\) combines \(\lambda\approx\lambda_0(1+E_n/2V_0)\) with (2):

\[
\Delta E_n\approx-F\lambda_0\left[1+\frac{E_n}{V_0}\left(\frac12-\frac{m_{ox}}{3m_s}\right)\right], \tag{3}
\]

apart from terms of order \(V_0^{-3/2}\) in the bracket, which do not depend on \(n\) at that order. To this order, the shift grows slowly with \(n\) if \(m_{ox}<\tfrac32m_s\) and shrinks if \(m_{ox}>\tfrac32m_s\); for a mass ratio close to \(\tfrac32\), terms of order \((E_n/V_0)^2\) can reverse the trend after a few levels.

## Why the force appears

Let \(\varphi\) be a real, normalized hard-wall state of energy \(E_n\) in any smooth confining potential \(V(z)\), finite at \(z=0\). Multiply its wave equation by \(\varphi'\) and integrate over \(z>0\):

\[
-\frac{\hbar^2}{2m_s}\int_0^\infty\varphi''\varphi'\,dz+\int_0^\infty(V-E_n)\varphi\varphi'\,dz=0 .
\]

The first term is \(+\hbar^2\varphi'(0)^2/(4m_s)\), since \(\varphi'\) vanishes at infinity. Integration by parts turns the second into \(-\tfrac12\langle V'\rangle\), because \(\varphi\) vanishes at both ends. Hence

\[
\frac{\hbar^2}{2m_s}\varphi'(0)^2=\langle V'\rangle . \tag{4}
\]

Now let \(\psi\) be the penetrating state of energy \(E\). Multiply its equation by \(\varphi\), the equation for \(\varphi\) by \(\psi\), subtract, and integrate over the silicon:

\[
(E-E_n)\int_0^\infty\varphi\psi\,dz
=-\frac{\hbar^2}{2m_s}\Big[\varphi\psi'-\psi\varphi'\Big]_0^\infty
=-\frac{\hbar^2}{2m_s}\psi(0)\varphi'(0).
\]

With \(\psi(0)=\lambda\psi'(0^+)\), and \(\psi\) replaced by \(\varphi\) elsewhere, which is correct to first order,

\[
\Delta E_n=-\frac{\hbar^2}{2m_s}\lambda\,\varphi'(0)^2=-\lambda\langle V'\rangle . \tag{5}
\]

In a triangular well \(V'=F\) everywhere, so all states have the same mean force. The result can also be read as a displaced wall: a hard wall at \(z=-\lambda\), with the potential \(Fz\) continued up to it, starts the same triangular well at the energy \(-F\lambda\).

**Probability in the oxide.** Integrating \(\psi(0)^2e^{2\kappa z}\) over \(z<0\) gives \(P=\psi(0)^2/(2\kappa)\). To leading order \(\psi(0)^2=\lambda^2\varphi'(0)^2\), and (4) gives \(\varphi'(0)^2=1/L^3\), so

\[
P=\frac{\lambda^2}{2\kappa L^3},\qquad
V_0P=\frac{F\lambda}{2}\,\frac{V_0}{V_0-E_n}.
\]

The second form follows from \(1/L^3=2m_sF/\hbar^2\), \(\lambda\kappa=m_{ox}/m_s\) and \(\hbar^2\kappa^2=2m_{ox}(V_0-E_n)\). The potential energy held in the oxide is thus positive and about half the size of the shift. The level falls because the rest of the energy falls by more, so \(V_0P\) must not be used as an estimate of \(\Delta E_n\).

## Worked example: a silicon (100) channel

The inputs are rough typical values for silicon under SiO\(_2\): a surface field of 0.5 MV/cm (\(F=0.050\) eV/nm), \(V_0=3.1\) eV and \(m_{ox}=0.5\,m_0\). The two unprimed valleys have \(m_s=0.916\,m_0\), the four primed valleys \(0.19\,m_0\). With \(\hbar^2/m_0=0.0762\) eV nm\(^2\), the lowest unprimed level follows from

\[
L=\left(\frac{0.0762}{2\times0.916\times0.050}\right)^{1/3}=0.940\ \text{nm},\qquad
E_1=2.338\times0.050\times0.940=0.110\ \text{eV},
\]

\[
\kappa=\sqrt{\frac{2\times0.5\times(3.1-0.110)}{0.0762}}=6.26\ \text{nm}^{-1},\qquad
\lambda=\frac{0.5}{0.916}\times0.160=0.087\ \text{nm},
\]

so \(\Delta E_1=-0.050\times0.087\) eV \(=-4.4\) meV. For the lowest primed level \(1/\kappa=0.162\) nm is almost unchanged, but the mass ratio is 2.63. This gives \(\lambda=0.426\) nm and a shift of \(-21.3\) meV; without the mass ratio it would be \(-8.1\) meV.

The last column below comes from a numerical root of (1).

| Level | \(E_n\) (meV) | \(-F\lambda\) (meV) | Eq. (1) (meV) |
|---|---|---|---|
| unprimed 1 | 110.0 | −4.36 | −4.33 |
| unprimed 2 | 192.2 | −4.42 | −4.36 |
| unprimed 3 | 259.6 | −4.47 | −4.40 |
| primed 1 | 185.7 | −21.3 | −20.2 |
| primed 2 | 324.7 | −21.8 | −19.9 |
| primed 3 | 438.6 | −22.3 | −19.7 |

Diagonalizing a finite-difference Hamiltonian with 3 nm of oxide on the grid (step 0.005 nm) reproduces the last column to about 0.002 meV.

Relative to (1), the first-order formula is too large by 0.7 % for the first unprimed level, 5 % for the first primed level and 13 % for the third. As fractions of the first-order shift, the true reductions are 0.7, 5.0 and 11.5 %, while equation (2) predicts 0.7, 5.6 and 14 %. It gives the size of the error but overestimates it in the primed ladder, where higher orders matter. The last column also shows the trend of (3): the shift grows with \(n\) in the unprimed ladder, where \(m_{ox}/m_s=0.55\), and shrinks in the primed one, where the ratio is 2.63.

The unequal shifts bring the ladders together. At fixed field, the gap between their lowest levels falls from 75.8 to 59.9 meV. At 300 K, where \(kT=25.9\) meV, this change of 15.9 meV multiplies the primed-to-unprimed occupation ratio by \(e^{15.9/25.9}\approx1.8\) in Boltzmann statistics. For \(10^{12}\) electrons per cm\(^2\), all assigned to the lowest unprimed subband, the Fermi level lies 33 meV below that subband, so Boltzmann statistics is a fair first estimate. At 300 K that assignment is not realistic: the four primed valleys have about 4.4 times the density of states and hold roughly a fifth to a third of the electrons, which puts the Fermi level lower still.

The primed numbers carry a further assumption. The unprimed minima project onto zero in-plane wavevector, but the primed ones lie at about \(k_0=0.85\times2\pi/(0.543\ \text{nm})=9.8\) nm\(^{-1}\). If the interface conserves this wavevector and the oxide band is parabolic about zero wavevector, \(\kappa^2\) gains the term \(k_0^2\). The lowest primed shift is then only about \(-11\) meV, the gap is 69 meV and the occupation factor is about 1.3. The primed values in the table and the factor 1.8 apply only if the decay in the oxide does not depend on \(k_0\). They also rest on the matching condition: with \(\alpha=-\tfrac12\), \(\lambda=1/\kappa\), both lowest levels fall by about 8 meV and the gap hardly changes.

## What a real channel changes

The chosen field, barrier and masses lie in the usual range for a silicon channel, but a real potential is neither triangular nor free of image forces. The following sizes refer to the lowest unprimed level.

- **Screening by the channel.** Let \(10^{12}\) electrons per cm\(^2\) have the frozen profile \(\tfrac12b^3z^2e^{-bz}\), with the mean distance \(3/b=2E_1/(3F)=1.47\) nm of the hard-wall state. At fixed surface field, the mean force drops to 0.041 eV/nm. Rule (5) then gives \(-3.59\) meV, as does finite-difference diagonalization of the screened well. So close a match is accidental, since (5) drops higher orders in \(\lambda\); in the triangular well the same rule is off by 0.7 %. With the profile frozen, the shift is 17 % smaller than in the unscreened well. If the channel charge instead follows the wave function, at fixed density and surface field and with one occupied subband, density and potential move together by \(\lambda\) towards the oxide. The new potential is \(V(z+\lambda)-V(\lambda)\), so the level, measured from the silicon band edge at the interface, falls by \(V(\lambda)\approx F\lambda\), and to first order the reduction disappears. The depletion charge, \(2.2\times10^{12}\) cm\(^{-2}\) at this field and channel density, does not move with the wave function; for a doping near \(4\times10^{17}\) cm\(^{-3}\) it lowers the mean force, and the shift, by about 2 %.
- **Image potential.** For a sharp interface and a thick oxide, with permittivities 11.7 and 3.9, an electron in silicon gains the energy \(e^2(\epsilon_s-\epsilon_{ox})/[16\pi\epsilon_0\epsilon_s(\epsilon_s+\epsilon_{ox})z]\). Its average in the hard-wall state is \(+13.7\) meV, three times the penetration shift and of opposite sign. The average image force, 0.020 eV/nm away from the oxide, is not small beside \(F\). Rule (5) does not cover this singular potential, but the number warns that the penetration shift itself may shrink by tens of per cent. On the oxide side the image potential is attractive and \(\epsilon_s/\epsilon_{ox}=3\) times stronger; it lowers the barrier near the interface and offsets part of this reduction, by an amount that depends on how the singularity is cut off.
- **Oxide mass.** At fixed barrier \(\lambda\propto\sqrt{m_{ox}}\). Taking \(0.3\,m_0\) instead of \(0.5\,m_0\) reduces the shift to \(-3.4\) meV.
- **Oxide field.** Without interface charge, the oxide force is \(F_{ox}=(11.7/3.9)F=0.15\) eV/nm, or 1.5 MV/cm, well below a rough breakdown field of 10 MV/cm. The barrier becomes \(V_0+F_{ox}z\), and \(p=\psi'/\psi\) obeys \(p'+p^2=q\) with \(q=\kappa^2+2m_{ox}F_{ox}z/\hbar^2\). For slowly varying \(q\), \(p\approx\sqrt q-q'/(4q)\), so at the interface \(\lambda\) grows by the fraction \(m_{ox}F_{ox}/(2\hbar^2\kappa^3)=0.2\) %. The extra shift is \(-0.009\) meV.
- **Tunnelling.** The semiclassical factor \(\exp(-2\int\kappa\,dz)\) through 3 nm of this tilted oxide is \(2\times10^{-16}\), so treating the oxide as infinitely thick is safe here.
- **In-plane motion.** For an isotropic oxide mass and in-plane silicon mass \(m_t=0.19\,m_0\), in-plane energy \(E_\parallel\) replaces \(V_0-E_n\) by \(V_0-E_n-E_\parallel(1-m_t/m_{ox})\). With \(E_\parallel=kT\), \(\lambda\) rises by 0.3 %.

Nonparabolic bands and a graded interface are not sized here. A graded interface changes the boundary condition itself, and with it \(\lambda\).

## Use in code

For a triangular well, first evaluate the magnitude of (2) and the energy correction \(F\lambda/[2(V_0-E_n)]\). Both reduce the shift, so they add. If their sum is below the relative error you can accept, use \(-F\lambda\). Otherwise solve (1) for \(\varepsilon\), recomputing \(\lambda\) at each trial energy. The root lies between \(a'_n\) and \(a_n\), where \(-a'_n\) is the \(n\)th zero of \(\mathrm{Ai}'\), provided the whole interval lies below the barrier. At \(\varepsilon=a_n\) the difference \(\mathrm{Ai}(-\varepsilon)-s\,\mathrm{Ai}'(-\varepsilon)\) equals \(-s\,\mathrm{Ai}'(-a_n)\); at \(\varepsilon=a'_n\) it equals \(\mathrm{Ai}(-a'_n)\). These have opposite signs, because \(\mathrm{Ai}\) leaves its zero with slope \(\mathrm{Ai}'(-a_n)\) and keeps that sign up to the neighbouring extremum.

For a potential computed with a hard wall and then kept fixed, use (5) with the mean force of each state, not the surface force. Rule (5) leaves out the response of the potential to the displaced channel charge, which is of the same order in \(\lambda\); to include it, repeat the self-consistent calculation with the penetrating states. If the solver can accept a mixed boundary condition, impose \(\psi(0)=\lambda\psi'(0^+)\) directly; this keeps the higher orders in \(\lambda\) without putting the oxide on the grid.
